# The Inverse-Square-Root Edge in Laboratory Scattering of a Heavy Projectile

## Result and conventions

A projectile of mass $M_1$ and speed $v$ scatters elastically from a free target of mass $M_2$ at rest. The motion is non-relativistic and $A=M_1/M_2>1$. Let $\theta$ be the centre-of-mass (CM) scattering angle and $\psi$ the projectile's laboratory angle, both in $[0,\pi]$. The CM differential cross section per steradian, $\sigma_c(\theta)$, does not depend on azimuth. The laboratory one is $\sigma_L(\psi)$. Define

$$\sin\psi_m=\frac1A,\qquad \cos\theta_*=-\frac1A,\qquad C=\cot\psi_m=\sqrt{A^2-1}.$$

If $\sigma_c$ has two continuous derivatives near $\theta_*$ and $\sigma_c(\theta_*)\neq0$, then for $\delta=\psi_m-\psi\to0^+$, in radians,

$$\boxed{\sigma_L=\frac{K}{\sqrt\delta}\,[1+O(\delta)],\qquad K=\sqrt2\,(A^2-1)^{3/4}\,\sigma_c(\theta_*)}\tag{1}$$

and $\sigma_L=0$ for $\psi>\psi_m$. The cross section contained in a strip of width $\delta$ below the edge is finite and vanishes as $\sqrt\delta$.

## Kinematics and the largest angle

The CM moves at $V=vA/(1+A)$. In its frame the projectile has speed $u=v-V=v/(1+A)$, which an elastic collision rotates through $\theta$ without changing it. Adding $V$ back gives

$$\tan\psi=\frac{\sin\theta}{A+\cos\theta}.\tag{2}$$

Multiplying out, $A\sin\psi=\sin\theta\cos\psi-\cos\theta\sin\psi$, that is,

$$\sin(\theta-\psi)=A\sin\psi.\tag{3}$$

Differentiating the arctangent of (2) gives

$$\frac{d\psi}{d\theta}=\frac{(A+\cos\theta)\cos\theta+\sin^2\theta}{(A+\cos\theta)^2+\sin^2\theta}=\frac{1+A\cos\theta}{1+A^2+2A\cos\theta}.$$

The denominator is positive for $A>1$. The angle $\psi$ therefore rises until $\cos\theta=-1/A$ and falls afterwards. At this maximum $\sin\theta_*=C/A$ and $A+\cos\theta_*=C^2/A$, so $\tan\psi_m=1/C$ and $\sin\psi_m=1/A$. Equation (3) then reads $\sin(\theta_*-\psi_m)=1$, hence $\theta_*=\psi_m+\pi/2$. Geometrically, the final laboratory velocity is tangent to the circle of radius $u$ centred on $V$.

The squared laboratory speed is $v^2(1+A^2+2A\cos\theta)/(1+A)^2$. At $\theta_*$ the projectile keeps the fraction $(A^2-1)/(A+1)^2=(A-1)/(A+1)$ of its energy.

## Two branches and their Jacobians

For $0<\psi<\psi_m$, equation (3) has two solutions. Let $w\in(0,\pi/2)$ satisfy $\cos w=A\sin\psi$. Then

$$\theta_f=\psi+\frac\pi2-w,\qquad \theta_b=\psi+\frac\pi2+w.\tag{4}$$

Differentiating $\cos w=A\sin\psi$ gives $dw/d\psi=-k$, where

$$k=\frac{A\cos\psi}{\sin w}=\frac{A\cos\psi}{\sqrt{1-A^2\sin^2\psi}}.$$

Thus $d\theta_f/d\psi=1+k$ and $d\theta_b/d\psi=1-k$. Since $A^2\cos^2\psi>1-A^2\sin^2\psi$ for $A>1$, we have $k>1$, and the second magnitude is $k-1$.

The law of cosines, $u^2=v_1^2+V^2-2v_1V\cos\psi$, gives the final laboratory speeds

$$\frac{v_1}{v}=\frac{A\cos\psi\pm\sqrt{1-A^2\sin^2\psi}}{1+A},\tag{5}$$

with the plus sign for $\theta_f$. At a given $\psi<\psi_m$ the branches have different energies. For sharp initial momenta they are therefore distinct final states, and their cross sections add, not their amplitudes.

The number of particles scattered into corresponding angular intervals is the same in both frames. Each branch contributes $2\pi\sigma_c\sin\theta\,|d\theta|$ to $2\pi\sigma_L\sin\psi\,|d\psi|$. With $g(\theta)=\sigma_c(\theta)\sin\theta$,

$$\sigma_L=\frac{g(\theta_f)(k+1)+g(\theta_b)(k-1)}{\sin\psi}.\tag{6}$$

This holds for $0<\psi<\psi_m$, not just near the edge.

## The edge law

Put $\psi=\psi_m-\delta$. Since $A\sin\psi_m=1$ and $A\cos\psi_m=C$,

$$\cos w=\cos\delta-C\sin\delta,\qquad A\cos\psi=C\cos\delta+\sin\delta.\tag{7}$$

Expanding the first relation gives

$$1-\frac{w^2}{2}+\frac{w^4}{24}=1-C\delta-\frac{\delta^2}{2}+O(\delta^3).$$

To lowest order $w^2=2C\delta$. Inserting $w^4=4C^2\delta^2$ in the quartic term gives

$$w^2=2C\delta+\left(1+\frac{C^2}{3}\right)\delta^2+O(\delta^3).\tag{8}$$

Hence $k=\sqrt{C/(2\delta)}\,[1+O(\delta)]$. From (4), $\theta_{f,b}-\theta_*=-\delta\mp w$. Taylor expansion to second order gives

$$g(\theta_f)+g(\theta_b)=2g(\theta_*)+O(\delta),\qquad g(\theta_f)-g(\theta_b)=O(\sqrt\delta).$$

The numerator of (6) is $k$ times the sum plus the difference. The difference is smaller than the leading term, of order $\delta^{-1/2}$, by a factor of order $\delta$. Therefore

$$\sigma_L=\frac{2g(\theta_*)}{\sin\psi_m}\sqrt{\frac{C}{2\delta}}\,[1+O(\delta)].$$

Since $\sin\theta_*/\sin\psi_m=C$, the coefficient is $2C\sqrt{C/2}\,\sigma_c(\theta_*)=\sqrt2\,C^{3/2}\sigma_c(\theta_*)$, which is (1). The factor 2 in the first expression comes from the two branches. Keeping one branch would halve the result.

## Cross section in a strip, and the first correction

The strip $\psi_m-\delta<\psi<\psi_m$ is the image of all CM angles between $\theta_f$ and $\theta_b$. Its cross section is

$$S(\delta)=2\pi\int_{\theta_f}^{\theta_b}g(\theta)\,d\theta.\tag{9}$$

The interval has half-width $w$ and centre $\theta_*-\delta$. Odd terms about the centre cancel, leaving

$$S=2\pi\left[2w\,g(\theta_*-\delta)+\frac{w^3}{3}g''(\theta_*-\delta)+\dots\right].$$

Now use $g(\theta_*-\delta)=g-g'\delta+\dots$, $w^2\simeq2C\delta$ in the cubic term, and the square root of (8), $w=\sqrt{2C\delta}\,[1+(3+C^2)\delta/(12C)+\dots]$. With $g$ and its derivatives taken at $\theta_*$,

$$S=4\pi g\sqrt{2C\delta}\,(1+\kappa\delta+\dots),\qquad
\kappa=\frac{3+C^2}{12C}-\frac{g'}{g}+\frac{C}{3}\frac{g''}{g}.\tag{10}$$

The correction assumes enough further derivatives of $g$. Because $K=g\sqrt{2C}/\sin\psi_m$, the leading strip law is also $S_0=4\pi\sin\psi_m K\sqrt\delta$. It tends to zero with $\delta$, so the singularity is integrable.

Differentiating (10) and using $dS/d\delta=2\pi\sin\psi\,\sigma_L$, with $\sin\psi=\sin\psi_m(1-C\delta+\dots)$, gives

$$\sigma_L=\frac{K}{\sqrt\delta}\,[1+(3\kappa+C)\delta+\dots].\tag{11}$$

The factor 3 arises because $d(\delta^{3/2})/d\delta$ is three times $\delta\,d(\delta^{1/2})/d\delta$.

## An exactly solvable case and the limits

For isotropic CM scattering, $\sigma_c=s_0$. Equation (4) gives $\sin\theta_f=\cos(\psi-w)$ and $\sin\theta_b=\cos(\psi+w)$. The numerator of (6) becomes $2s_0(k\cos\psi\cos w+\sin\psi\sin w)$. Dividing by $\sin\psi$, with $\cos w/\sin\psi=A$ and $R=\sin w$,

$$\sigma_L=2s_0\frac{A^2\cos^2\psi+R^2}{R}
=2s_0\left(\frac{C^2}{R}+2R\right).\tag{12}$$

The last step uses $A^2\cos^2\psi=A^2-1+R^2$. Near the edge $R\simeq\sqrt{2C\delta}$, and (12) reproduces (1). Here $g'/g=\cot\theta_*=-1/C$ and $g''/g=-1$, so $\kappa=(5-C^2)/(4C)$ and the pointwise correction is $(15+C^2)\delta/(4C)$.

The first two limits below use this isotropic correction; for other $\sigma_c$ the size of the correction depends on $g'/g$ and $g''/g$ through (10):

- As $A\to1^+$, $C\to0$. The coefficient $K$ vanishes, and the law needs $\delta\ll C$. At $A=1$, equation (12) becomes $4s_0\cos\psi$, which has no singularity.
- For $A\gg1$, $\psi_m\simeq1/A$ and the correction approaches $A\delta/4$. The law needs $\delta\ll\psi_m$. A forward-peaked $\sigma_c$ makes the condition much tighter. For Rutherford scattering $g'/g\to-2$ and $g''/g\to5$ at $\theta_*\to\pi/2$, so the correction approaches $25A\delta/4$. In the arsenic example below, $\sigma_L$ is already 1.7 times the law at $\delta=0.1\psi_m$.
- For $A<1$, $d\psi/d\theta$ has no zero. The projectile can reach $\psi=\pi$, and there is no edge.

The condition $\sigma_c(\theta_*)\neq0$ also matters. A smooth, non-negative cross section that vanishes at $\theta_*$ has zero slope there. Then $g(\theta_f)+g(\theta_b)=O(\delta)$, and $\sigma_L$ vanishes at least as fast as $\sqrt\delta$.

Wave diffraction may change $\sigma_c(\theta)$. It does not remove the fold of the map $\theta\to\psi$ when the initial momenta are sharp. A spread of beam directions or target velocities does smooth the edge. A spread of beam speeds alone does not if the target is at rest, because $\psi_m$ depends only on the mass ratio.

## Numerical use

Close to the edge, $1-A^2\sin^2\psi$ subtracts nearly equal numbers. When $\delta$ itself is the input, and is not formed as $\psi_m-\psi$ in floating point, (7) gives the more stable form

$$h=1-\cos w=2\sin^2(\delta/2)+C\sin\delta,\qquad R=\sqrt{h(2-h)}.$$

For a detector bin from $\psi_1$ to $\psi_2$, with $\psi_1<\psi_2\le\psi_m$, use $S(\psi_m-\psi_1)-S(\psi_m-\psi_2)$ from (9). This avoids sampling the singular function. If an integral over $\psi$ is unavoidable, substitute $\delta=s^2$: the factor $d\delta=2s\,ds$ cancels the singularity.

## Arsenic on silicon at 100 keV

Take $^{75}$As striking $^{28}$Si. The masses are 74.9216 u and 27.9769 u, so $A=2.678$, $C=2.484$, $\psi_m=21.93^\circ$ and $\theta_*=111.93^\circ$. At the edge the ion keeps $100\times1.678/3.678=45.6$ keV, and the recoil takes 54.4 keV.

The CM cross section comes from classical motion in the Ziegler–Biersack–Littmark universal potential,

$$U(r)=\frac{Z_1Z_2e^2}{4\pi\epsilon_0r}\,\Phi(r/a),\qquad a=\frac{0.8854\,a_0}{Z_1^{0.23}+Z_2^{0.23}},$$

$$\Phi(x)=0.1818e^{-3.2x}+0.5099e^{-0.9423x}+0.2802e^{-0.4029x}+0.02817e^{-0.2016x}.$$

Here $Z_1=33$, $Z_2=14$, $a_0$ is the Bohr radius and $a=11.51$ pm. For impact parameter $b$, angular momentum conservation gives $r^2\dot\varphi=bv$, and energy conservation gives $\dot r^2=v^2(1-U/E_c-b^2/r^2)$, with $E_c=E_0/(1+A)=27.19$ keV. Dividing these rates and integrating in and out from the closest approach $r_0$,

$$\theta(b)=\pi-2b\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-U/E_c-b^2/r^2}},\qquad
\sigma_c=\frac{b}{\sin\theta\,|d\theta/db|}.$$

At $\theta_*$ this gives $b=4.28$ pm and $\sigma_c=20.15$ pm²/sr. The edge factor $\sqrt2\,C^{3/2}$ is 5.538, so $K=5.538\times20.15=111.6$ pm² sr⁻¹ rad$^{1/2}$.

| $\delta$ (deg) | $\sigma_L$ from (6), pm²/sr | $K/\sqrt\delta$, pm²/sr | ratio |
|---|---|---|---|
| 3.00 | 1004 | 488 | 2.06 |
| 1.00 | 1076 | 844 | 1.27 |
| 0.10 | 2736 | 2670 | 1.025 |
| 0.01 | 8465 | 8445 | 1.002 |

The correction coefficient is $3\kappa+C=14.0$ per radian. At $0.1^\circ=0.001745$ rad it predicts an excess of 2.4% over the leading law, against 2.5% from (6). At $3^\circ$ the leading law gives less than half of $\sigma_L$ and should not be used.

The strip law is more forgiving. The last degree begins at $\psi_m-1^\circ$, where the branches have $b=5.780$ and 3.137 pm. Classically $2\pi g\,d\theta=-2\pi b\,db$, so

$$S=\pi(5.780^2-3.137^2)=74.0\ \mathrm{pm^2}.$$

The leading law gives 69.2 pm². The full value is 7.0% above it, of which $\kappa\delta=3.84\times0.01745=6.7\%$ is the first correction. The mean $\sigma_L$ over this degree is 1848 pm²/sr. At $\psi_m-1^\circ$ the two branches have 57.7 and 36.1 keV, and a detector that resolves this difference can separate them. Towards the edge both energies approach 45.6 keV and the separation is lost.

As an independent test, Newton's equations were integrated for both atoms in the laboratory frame at the three impact parameters above. The final angles agreed with $\psi_m$ and $\psi_m-1^\circ$ to within $10^{-6}$ rad.

## What changes in real silicon

In a solid layer the projectile may scatter repeatedly, which the model leaves out. With 49.97 atoms/nm³ and a cross section of 0.00789 nm² for deflection by more than $1^\circ$, a 1 nm layer causes on average $49.97\times0.00789=0.39$ such deflections. This assumes randomly placed atoms and the incident energy. The mean falls to 0.1 at 0.25 nm, less than one lattice constant. Deflections smaller than $1^\circ$ are more frequent and blur the edge on a finer scale. The sharp edge therefore describes single collisions, as in a collision-by-collision simulation, and not the angular distribution behind a thick implanted layer.

Natural silicon is mostly $^{28}$Si, with a few per cent each of $^{29}$Si and $^{30}$Si. Their edges lie at $22.75^\circ$ and $23.58^\circ$, so single scattering does not stop completely at $21.93^\circ$.

An electronic loss $Q$ multiplies the final CM speed by $f=\sqrt{1-Q/E_c}$, and the edge moves to $\arcsin(f/A)$ if $Q$ is constant near $\theta_*$. An Oen–Robinson estimate with Lindhard–Scharff stopping gives $Q\approx0.5$ keV and a shift of about $-0.2^\circ$. The size of $Q$ is rough, but a shift this large matters for the numbers above. The table's points at $0.1^\circ$ and $0.01^\circ$ would lie beyond the moved edge. Between the fixed angles $\psi_m-1^\circ$ and $\psi_m$, only about $0.8^\circ$ of the strip remains, and since $\sqrt{0.8}\approx0.9$ its cross section falls by about 10%. The table and the strip value are therefore results for purely elastic scattering.

Target motion at velocity $(w_\parallel,w_\perp)$ in the scattering plane changes the ratio $u/V$ to $(v-w_\parallel)/(Av+w_\parallel)$ to first order and turns $V$ by $w_\perp/(Av)$. The edge moves by

$$\Delta\psi_m=-\tan\psi_m\left(1+\frac1A\right)\frac{w_\parallel}{v}+\frac{w_\perp}{Av}.$$

A Debye model at 300 K, with a rough Debye temperature of 640 K and zero-point motion included, gives about 330 m/s rms per direction. With $v=5.075\times10^5$ m/s, the rms smear is $0.025^\circ$. Averaging over a Gaussian shift of the edge of this width lowers the table value at $0.01^\circ$ by about 37% and raises the one at $0.1^\circ$ by about 2.7%, as much as the first correction there; at $1^\circ$ the change is below 0.1%. The strip between the fixed angles $\psi_m-1^\circ$ and $\psi_m$ loses about 6% to angles beyond $\psi_m$, because $S$ grows as $\sqrt\delta$ and much of it lies close to the edge. These table and strip values thus belong to the ideal target at rest.

The reduced de Broglie wavelength, 0.006 pm, is far below the screening length, which supports the classical estimate of $\sigma_c$. Relativistic effects are of order $(v/c)^2\approx3\times10^{-6}$. The universal potential is a fit across many atom pairs, so $\sigma_c(\theta_*)$ carries a model error. The Molière and Kr–C screening functions with the Firsov length give 18.9 and 20.0 pm²/sr in place of 20.15, and 0.0090 and 0.0082 nm² in place of 0.00789 nm² for deflection by more than $1^\circ$. For elastic scattering, the edge angle and the exponent $-1/2$ do not depend on that potential. The complete values are in the numerical output.

## Computed values

```
Masses As-75, Si-28: 74.9216, 27.9769 u
Mass ratio A: 2.6780
Beam energy: 100.0 keV
Centre-of-mass energy: 27.19 keV
Projectile speed: 5.0751e+05 m/s
Largest lab angle psi_m: 21.926 degrees
Centre-of-mass angle theta*: 111.926 degrees
C = cot(psi_m): 2.4843
Projectile energy at edge: 45.62 keV
Recoil energy at edge: 54.38 keV
Screening length: 11.512 pm
Reduced energy epsilon: 0.4705
Impact parameter at edge: 4.278 pm
Closest approach at edge: 11.665 pm
sigma_cm(theta*): 20.147 pm^2/sr
Edge-law factor sqrt(2)(A^2-1)^(3/4): 5.5375
Edge coefficient: 111.562 pm^2/sr rad^(1/2)
delta (degrees), full sigma_lab, edge law (pm^2/sr), full/law:
   3.00     1003.61      487.55  2.0585
   1.00     1075.96      844.45  1.2741
   0.30     1658.64     1541.76  1.0758
   0.10     2736.37     2670.40  1.0247
   0.01     8465.19     8444.54  1.0024
kappa (strip correction): 3.838 per rad
3 kappa + C (pointwise correction): 13.998 per rad
Strip width: 1.0 degree
Branch angles theta there: 93.96, 127.89 degrees
Branch impact parameters: 5.780, 3.137 pm
Branch projectile energies: 57.67, 36.09 keV
Strip cross section, full: 74.033 pm^2
Strip cross section, leading law: 69.160 pm^2
Strip full/law: 1.0705
Strip mean sigma_lab: 1848.07 pm^2/sr
Edge angle for Si-29: 22.753 degrees
Edge angle for Si-30: 23.582 degrees
Estimated electronic loss: 453.9 eV
Edge shift from electronic loss: -0.193 degrees
Temperature, rough Debye temperature: 300, 640 K
Effective kinetic temperature: 364.9 K
RMS target speed per direction: 329.3 m/s
RMS thermal edge smear: 0.0248 degrees
Silicon lattice constant, layer: 0.543, 1.0 nm
Silicon atom density: 49.97 nm^-3
Cross section for deflection > 1 degree: 0.00789 nm^2
Mean number of such deflections in layer: 0.394
Layer thickness for mean number 0.1: 0.254 nm
Single-collision probability for strip: 3.699e-03
Reduced de Broglie wavelength: 0.00614 pm
(v/c)^2: 2.87e-06
```
